# Optical-phonon emission when the second subband of a well opens

## Problem

An electron is confined along $z$ in an infinite square well of width $L$ and moves freely in the plane. It is in subband 1 with in-plane kinetic energy $K$, and it can emit phonons of one fixed energy $\hbar\omega$. The coupling constant $D$ does not depend on the phonon wave vector. All subbands have the same parabolic in-plane mass $m$, the final states are empty, and level broadening is neglected.

(a) At which $K$ does emission into subband 2 become possible? Show that the emission rate then rises by two thirds of its value just below that energy.

(b) Evaluate the threshold and the rates for a (001) silicon film 6 nm wide at 300 K. Take the transition between the two valleys on the film normal (g-type), and judge how much of the step would survive in a real film.

**Conventions.** The envelope functions and levels are

$$\xi_n(z)=\sqrt{\frac2L}\,\sin\frac{n\pi z}{L},\qquad E_n=\frac{\hbar^2\pi^2n^2}{2m_zL^2},\qquad 0<z<L,$$

where $m_z$ is the confinement mass. The squared coupling to one phonon mode, for emission, is

$$|M|^2=\frac{D^2\hbar\,(N+1)}{2\rho\,\omega\,\Omega},$$

with mass density $\rho$, crystal volume $\Omega$ and thermal phonon number $N$. Spin is conserved, and rates are per final valley.

## Hints

1. The walls destroy momentum conservation along $z$ but not in the plane. Which sum in the golden rule contains the envelope functions?
2. Since neither $D$ nor $\omega$ depends on the perpendicular wave vector $q$, the sum over $q$ can be done before anything else. Use the completeness of plane waves.
3. How does the density of in-plane states of a parabolic subband depend on energy?
4. Write $\sin^2$ as a constant minus a cosine before integrating.

## Solution

### The golden rule

Let the emitted phonon have wave vector $(\mathbf Q,q)$, with $\mathbf Q$ in the plane. The electron goes from $\mathbf k$ in subband 1 to $\mathbf k'=\mathbf k-\mathbf Q$ in subband $n$. The perpendicular part of the matrix element has squared modulus $|I_{1n}(q)|^2$, where

$$I_{1n}(q)=\int_0^L\xi_1(z)\,\xi_n(z)\,e^{iqz}\,dz .$$

The rate into subband $n$ is therefore

$$W_{1n}=\frac{2\pi}{\hbar}\sum_{\mathbf k',q}\frac{D^2\hbar(N+1)}{2\rho\omega\Omega}\,|I_{1n}(q)|^2\,\delta\!\left(E_n+\frac{\hbar^2k'^2}{2m}+\hbar\omega-E_1-K\right).$$

For fixed $\mathbf k$, summing over $\mathbf Q$ is the same as summing over $\mathbf k'$. The summand is a function of $q$ times a function of $\mathbf k'$, so the two sums separate. Write $\Omega=AL_z$, with $A$ the area and $L_z$ the length of the crystal along $z$.

### The sum over $q$

Replacing $\sum_q$ by $(L_z/2\pi)\int dq$ cancels the $L_z$ in $\Omega$. With the real function $g=\xi_1\xi_n$, the remaining integral is

$$\int\frac{dq}{2\pi}|I_{1n}|^2=\iint g(z)g(z')\left[\int\frac{dq}{2\pi}e^{iq(z-z')}\right]dz\,dz'=\int_0^L\xi_1^2\,\xi_n^2\,dz\equiv F_{1n},$$

because the bracket is $\delta(z-z')$.

In an intervalley transition the phonon also carries the wave vector between the valleys. This replaces $I_{1n}(q)$ by $I_{1n}(q-q_0)$ with a constant $q_0$, which leaves the integral over all $q$ unchanged.

Nor do the modes have to be plane waves. For any complete orthonormal set $\phi_p(z)$ of equal frequency and coupling, $\sum_p|\int\phi_p\,g\,dz|^2=\int g^2dz$, which is again $F_{1n}$. Phonons confined to the well thus give the same rate under these assumptions.

### The sum over in-plane states

With $\varepsilon'=\hbar^2k'^2/2m$, so that $k'dk'=m\,d\varepsilon'/\hbar^2$,

$$\frac1A\sum_{\mathbf k'}\to\int\frac{2\pi k'\,dk'}{(2\pi)^2}=\frac{m}{2\pi\hbar^2}\int_0^\infty d\varepsilon' .$$

The delta function requires $\varepsilon'=K-\hbar\omega-(E_n-E_1)$. If this is positive, the integral gives 1; if it is negative, it gives 0. Each channel therefore switches on as a step, and above the step

$$W_{1n}=\frac{2\pi}{\hbar}\cdot\frac{D^2\hbar(N+1)}{2\rho\omega}\cdot\frac{m}{2\pi\hbar^2}\,F_{1n}=\frac{mD^2(N+1)}{2\rho\omega\hbar^2}\,F_{1n}.$$

Subband 1 accepts electrons once $K>\hbar\omega$. Subband 2 opens at the higher energy

$$K_2=E_2-E_1+\hbar\omega .$$

### The overlaps

Since $2\sin^2x=1-\cos2x$, the densities are $\xi_n^2=[1-\cos(2n\pi z/L)]/L$, and

$$F_{1n}=\frac1{L^2}\int_0^L\left[1-\cos\frac{2\pi z}{L}-\cos\frac{2n\pi z}{L}+\cos\frac{2\pi z}{L}\cos\frac{2n\pi z}{L}\right]dz .$$

The first term gives $L$. Each single cosine covers whole periods and gives zero. The product equals $\frac12\{\cos[2(n-1)\pi z/L]+\cos[2(n+1)\pi z/L]\}$, which integrates to $L/2$ for $n=1$ and to zero otherwise. Hence

$$F_{11}=\frac{3}{2L},\qquad F_{1n}=\frac1L\quad(n\neq1).$$

All other factors in $W_{11}$ and $W_{12}$ are equal, so

$$\frac{W_{12}}{W_{11}}=\frac{1/L}{3/(2L)}=\frac23,\qquad W_{11}+W_{12}=\frac53\,W_{11}.$$

This proves (a). The second subband offers as many final states per energy as the first; the difference lies in the overlap of the densities. The value $1/L$ is what two unrelated densities with mean $1/L$ would give. When the density of subband 1 is paired with itself, the maxima of both factors coincide, which adds the extra $1/(2L)$.

The new rate stays constant until subband 3 opens. If $L$ is varied at fixed $K$ instead, $W_{11}$ changes smoothly as $1/L$, and the step at the width where subband 2 opens is still two thirds.

### The silicon film

The rough typical parameters are $m_z=0.92\,m_0$, $m=0.19\,m_0$, $\hbar\omega=62$ meV, $D=1.1\times10^9$ eV/cm and $\rho=2330$ kg/m³. At 300 K, $N=0.100$. The levels are $E_1=11.35$ meV and $E_2=45.41$ meV, so

$$K_2=34.06+62=96.06\ \text{meV}.$$

With $F_{11}=1.5/(6\ \text{nm})=0.250\ \text{nm}^{-1}$,

$$W_{11}=\frac{(0.19\,m_0)(1.1\times10^9\ \text{eV/cm})^2(1.100)(0.250\ \text{nm}^{-1})}{2\,(2330\ \text{kg/m}^3)\,\hbar\,(62\ \text{meV})}=3.03\ \text{ps}^{-1}.$$

Here $\omega\hbar^2$ has been written as $\hbar(\hbar\omega)$. The new channel adds $W_{12}=\frac23(3.03)=2.02\ \text{ps}^{-1}$, which brings the rate to $5.05\ \text{ps}^{-1}$.

As a test, the golden-rule sum was also evaluated by counting the in-plane states of a square box of side 3000 nm within 5 meV on either side of the final energy. The overlaps came from numerical integration over $q$. The rate was 3.027 ps⁻¹ at 10 meV below the threshold and 5.045 ps⁻¹ at 10 meV above it, an increase of 0.6669.

### How much survives in a real film

Several corrections leave the ratio nearly intact:

- **Finite barrier.** An oxide barrier of 3.1 eV with mass $0.5\,m_0$ gives a step of 0.6665. It lowers $F_{11}$ by 2.8% and the threshold to 94.2 meV.
- **Nonparabolicity.** Suppose $E(1+\alpha E)=E_n+\hbar^2k^2/2m$, with $E$ the total energy from the valley minimum. The density of states then gains the factor $1+2\alpha E$. Both channels end at the same total energy, so the factor is common to them. For $\alpha=0.5$ eV⁻¹ it is 1.04 at threshold, which moves down by 0.9 meV.
- **Occupied final states.** For the same reason, a thermal distribution blocks both channels equally. At $10^{12}$ cm⁻², with all electrons assigned to the lowest subband, the occupation is about 7%; spread thermally over all subbands it is about 3%. This holds the well flat. The same charge also bends the band (its full Gauss field is 0.15 MV/cm), which changes the overlaps: a self-consistent solution gives a step of about 0.70 for a film gated symmetrically from both sides and about 0.61 for one gate with no field at the back surface.

A transverse field does change the ratio. A linear tilt of 0.05 MV/cm reduces the step to 0.63, and 0.2 MV/cm reduces it to 0.45 and raises the threshold to 110 meV. At still higher fields it levels off near 0.38, the value for a triangular well. Gated films in strong inversion can have fields of 0.2 MV/cm or several times more, so the flat well is a poor assumption there.

Other processes leave the g-type step alone but dilute it in the total rate. At threshold, g-type absorption contributes 0.64 ps⁻¹. Emission of a 47 meV phonon into the four other valleys (f-type), with a rough coupling of $2\times10^8$ eV/cm, contributes 1.26 ps⁻¹. Relative to the sum of these rates, the step in the flat well is

$$\frac{2.02}{3.03+0.64+1.26}=0.41 .$$

Acoustic phonons weigh even more. Treated as elastic, with a rough deformation potential of 9 eV and a sound velocity of 9 km/s, they add about 3.9 ps⁻¹ at threshold and lower the step to about 0.23. Absorption of f-type phonons, the low-energy intervalley phonons and surface roughness are not in this sum and would lower it further. Emission of the higher f-type phonon, about 59 meV, is also left out. In the infinite well it opens only at 102.6 meV, but with the oxide barrier above it opens at 90.8 meV, below the step, and adds about 0.9 ps⁻¹ for a coupling of $2\times10^8$ eV/cm.

The edge is also not sharp. The lifetime broadening $\hbar(W_{11}+W_{12})$ is 3.3 meV, or about 7 meV with the absorption, f-type and acoustic rates above included, and thinning the film by one atomic layer moves the threshold by 1.6 meV. Other edges lie close by. Elastic acoustic scattering into subband 3 opens at $E_3-E_1=90.8$ meV and supplies 1.1 of the 3.9 ps⁻¹ quoted above. In the infinite well the f-type channel opens at 90.6 meV, about 5 meV below the g-type step. A finite barrier widens this gap, because the f-type valleys have the lighter confinement mass and their level drops further when the wave function enters the oxide.

The assumption of constant $D$ and $\omega$ is needed over a finite range: 99% of $F_{12}$ comes from $q$ within 2.1 nm⁻¹ of the intervalley wave vector. Reduced to the first Brillouin zone, the g-type phonon wave vector is about $0.3\,(2\pi/a)=3.5$ nm⁻¹, so this range is not small and the assumption is an approximation. Finally, in a nondegenerate gas at 300 K a fraction $e^{-K_2/k_BT}=0.024$ of the subband-1 electrons lies above the threshold. These are 27% of the electrons able to emit at all ($K>\hbar\omega$), and the channel into subband 2 carries about 15% of the thermal g-type emission from subband 1. Its weight grows when carriers are heated by a field along the film.

## Variation 1: more subbands, and the wide well

*What is the rate when $M$ subbands are open, and what happens as $L\to\infty$?*

Each subband beyond the first adds $1/L$ to the overlap sum:

$$\sum_{n=1}^{M}F_{1n}=\frac{3}{2L}+\frac{M-1}{L}=\frac{M+\frac12}{L},\qquad \frac{W}{W_{11}}=1+\frac23(M-1).$$

For $M=3$ the ratio is $7/3$; the count of states described above gives 2.335 at 10 meV beyond the third threshold, which lies at 152.8 meV. Relative to the rate just before it, the third step is $2/5$, since the rate goes from $5/3$ to $7/3$ of $W_{11}$.

Now hold the final energy $\varepsilon=E_1+K-\hbar\omega$, measured from the bottom of the well, fixed while $L$ grows. The open subbands satisfy $E_n<\varepsilon$, so $M$ is the integer part of $L\sqrt{2m_z\varepsilon}/(\pi\hbar)$. Then $(M+\frac12)/L\to\sqrt{2m_z\varepsilon}/(\pi\hbar)$, and

$$W\to\frac{mD^2(N+1)}{2\rho\omega\hbar^2}\,\frac{\sqrt{2m_z\varepsilon}}{\pi\hbar}=\frac{2\pi}{\hbar}\,\frac{D^2\hbar(N+1)}{2\rho\omega}\,\frac{m\sqrt{2m_z\varepsilon}}{2\pi^2\hbar^3}.$$

The last factor is the bulk density of states per spin and valley for masses $m,m,m_z$. The steps have merged into the bulk square-root law.

## Variation 2: polar coupling

*Does the two-thirds law hold if the squared coupling is proportional to $1/(Q^2+q^2)$, as for unscreened polar optical phonons in III-V wells?*

The sums no longer separate, because $Q$ depends on the final state. At the threshold, electrons enter subband 2 with $k'=0$, so $Q=k$. Those that stay in subband 1 have $k'=\sqrt{2m(E_2-E_1)}/\hbar$ and $Q^2=k^2+k'^2-2kk'\cos\theta$. The average of $1/(a-b\cos\theta)$ over the angle is $1/\sqrt{a^2-b^2}$ for $a>|b|$. With $a=q^2+k^2+k'^2$ and $b=2kk'$,

$$\frac{W_{12}}{W_{11}}=\frac{\displaystyle\int\frac{|I_{12}(q)|^2}{k^2+q^2}\,dq}{\displaystyle\int\frac{|I_{11}(q)|^2}{\sqrt{(q^2+k^2+k'^2)^2-4k^2k'^2}}\,dq}.$$

For the masses, width and phonon energy of the example this ratio is 0.27. Silicon has no such coupling; the numbers are kept so that only the coupling law changes. Two effects lower it. The polar interaction favours small $q$, where orthogonality gives $I_{12}(0)=0$ while normalization gives $I_{11}(0)=1$; with $Q=k$ in both channels the ratio would be 0.33. In addition, electrons that stay in subband 1 can do so with $Q<k$, which strengthens their coupling and brings the ratio down to 0.27. The two-thirds law thus rests on a coupling independent of wave vector, and in a polar well the step also depends on the energies and masses.

Most of the values used here are listed in the numerical output below.

## Calculated quantities

```
Film width L: 6.0 nm
Confinement mass: 0.92 m0; in-plane mass: 0.19 m0
g-type phonon energy: 62 meV
g-type coupling D: 1.10e+09 eV/cm
Mass density: 2330 kg/m3; temperature: 300 K
Phonon number N: 0.1000; kT: 25.85 meV
E1, E2, E3: 11.35, 45.41, 102.18 meV
E2-E1: 34.06 meV
Subband 2 opens at K: 96.06 meV
Subband 3 opens at K: 152.83 meV
F11, F12 from q quadrature: 0.25000, 0.16667 1/nm
F11, F12 from confined modes: 0.25000, 0.16667 1/nm
W11 and W12, closed formula: 3.028, 2.019 1/ps
W11+W12, closed formula: 5.047 1/ps
Counted rate 10 meV below opening: 3.027 1/ps
Counted rate 10 meV above opening: 5.045 1/ps
Relative increase, counted states: 0.6669
Rate ratio with three subbands open, counted: 2.3348
Relative increase for 1/q^2 coupling: 0.269
Relative increase at 0.05 MV/cm: 0.6332
Relative increase at 0.2 MV/cm: 0.4482
Oxide barrier: 3.1 eV; oxide mass: 0.5 m0
Relative increase with finite barrier: 0.6665
F11 finite/infinite barrier: 0.9722
Subband 2 opening with finite barrier: 94.20 meV
Nonparabolicity alpha: 0.5 1/eV
Nonparabolic factor common to both channels: 1.0444
Nonparabolic threshold shift: -0.92 meV
Sheet density for blocking estimate: 1.0e+12 1/cm2
Final-state occupation at threshold: 0.0688
g-type absorption rate at threshold: 0.642 1/ps
f-type phonon: 47 meV; coupling: 2.0e+08 eV/cm
f-type emission opens at K: 90.62 meV
f-type emission rate, four valleys: 1.262 1/ps
Relative step with absorption and f-type: 0.409
Lifetime broadening hbar*(W11+W12): 3.32 meV
Threshold shift, film thinner by a/4: 1.60 meV
q range holding 99% of F12: +/-2.12 1/nm
Silicon 2*pi/a for comparison: 11.57 1/nm
Boltzmann factor at K = opening: 0.0243
```
